How many electrons a dislocation can hold in n-type germanium

An acceptor level 0.15 eV below the Fermi level looks full. At 77 K that distance is 23 kT, and the Fermi function applied to a fixed level would place an electron on practically every acceptor site of a dislocation. But the sites sit 0.4 nm apart on one line. In the model below, adding the last electron to a completely filled line would cost about 3.2 eV of Coulomb energy, more than twenty times what the electron gains. The level rises as the line charges, and filling stops when the gain is used up. Here that happens with about one site in twelve occupied.

**The example and its energy scale**

Take germanium at 77 K with N = 10¹⁵ donors per cm³, which is 10⁻⁶ nm⁻³. The dielectric constant is 16 and the acceptor sites are c = 0.4 nm apart. The acceptor level E_d lies 0.20 eV below the conduction band edge E_c. Here E_d means the energy of placing one extra electron on an otherwise neutral line.

With four equivalent valleys of longitudinal and transverse mass m_l and m_t, the effective density of conduction states is

N_c = 8 [m kT/(2πħ²)]^(3/2), m = (m_l m_t²)^(1/3).

Masses of 1.6 and 0.08 free-electron masses give N_c = 1.32 × 10¹⁸ cm⁻³. The electron gas is dilute and nearly all donors are ionized, so

E_c − E_F = kT ln(N_c/N) = 0.006635 eV × ln(1321) = 0.0477 eV.

An electron moving from the bulk to the neutral line therefore gains

Δ = E_F − E_d = 0.2000 − 0.0477 = 0.1523 eV.

Coulomb energies are measured with K = e²/(4πε) = 0.0900 eV nm, where ε includes the dielectric constant.

**The Coulomb energy of one filling pattern**

Let the extra electrons be evenly spaced at distance s. This arrangement has the lowest repulsion energy; thermal disorder is treated later. The line repels conduction electrons and leaves a cylinder of bare positive donors around itself. Treat their charge as uniform and the cylinder's edge, at radius R, as sharp. Each length s must hold one donor charge:

πR²Ns = 1.

Consider the interior of a long piece of line of half-length L = Ms, with M neighbours on each side and L ≫ R. There are three energies per electron.

First, the electrons repel one another. An electron has two neighbours at each distance ns, and a factor 1/2 prevents double counting:

(1/2) × 2 Σ K/(ns) = (K/s)(ln M + γ).

The sum runs from n = 1 to M, and γ = 0.5772 is Euler's constant.

Second, the electrons attract the donors. Averaged along the line, the electrons have density 1/s, and their potential at radius r is (2/s) ln(2L/r) in units of K. The average of ln r over a disk of radius R is ln R − 1/2. The energy per electron is thus

−(K/s)[2 ln(2L/R) + 1].

Third, the donors repel one another. At r = R their cylinder acts like a line, with potential (2/s) ln(2L/R). Inside, only the fraction r²/R² of the charge is enclosed, so the field is (2/s)(r/R²). Integrating it from r to R adds (1/s)(1 − r²/R²), whose disk average is 1/(2s). With the factor 1/2 for self-interaction, this energy is

(K/s)[ln(2L/R) + 1/4].

Add the three. Since L = Ms, the difference ln M − ln(2L/R) equals ln(R/s) − ln 2, and the length of the line drops out:

u = (K/s)[ln(R/s) + κ], κ = γ − ln 2 − 3/4 = −0.866.

**Three patterns by hand**

Suppose every twelfth site is filled. Then s = 4.8 nm, and neutrality gives R = 257.5 nm. The energy per electron is

u = (0.0900/4.8)(ln 53.65 − 0.866) = 0.0584 eV.

Per site, the Coulomb energy is 0.0584/12 = 4.87 meV and the gain is 152.3/12 = 12.69 meV. The net energy is −7.82 meV per site. Two neighbouring patterns give:

- Every fourteenth site: s = 5.6 nm, u = 0.0464 eV, net energy −7.57 meV per site.
- Every tenth site: s = 4.0 nm, u = 0.0763 eV, net energy −7.60 meV per site.

One in twelve is the best of the three. With one in ten, each electron still costs only half of what it gains, yet the line is too full. What decides the filling is the cost of the next electron, which includes the extra repulsion felt by those already there.

**The general equation**

Let f = c/s be the filled fraction and treat it as continuous, which is reasonable for f ≪ 1. Neutrality gives

R²/s² = 1/(πNs³) = f³/(πNc³) = (f/f_c)³, f_c = c(πN)^(1/3).

Hence ln(R/s) = (3/2) ln(f/f_c). The cylinder picture requires R ≫ s, or f ≫ f_c. In the example f_c = 0.00586. Multiplying u by f gives the Coulomb energy per site:

E(f) = (K/c) f² [(3/2) ln(f/f_c) + κ].

Its derivative has one term from f² and one from the logarithm:

dE/df = (K/c) {2f[(3/2) ln(f/f_c) + κ] + (3/2)f}
      = (K/c) f [3 ln(f/f_c) + 2κ + 3/2].

Here 2κ + 3/2 = 2γ − 2 ln 2. Calling this −a, with a = 0.2319, and setting the derivative of −Δf + E(f) to zero gives the occupancy condition:

Δ = (K/c) f [3 ln(f/f_c) − a].

The left side is the gain for the neutral line, and the right side is the level's Coulomb rise.

To see that there is one solution, write h(f) = f[3 ln(f/f_c) − a], D = Δc/K and f₀ = f_c e^(a/3). Then h = 3f ln(f/f₀), which is negative below f₀. Above f₀ its slope, 3 ln(f/f₀) + 3, is positive. For Δ > 0, h therefore crosses D once. The total energy falls before the crossing and rises after it, so the crossing is the minimum. If h(1) < D, the energy falls all the way to f = 1 and the line saturates, although the continuous treatment is then no longer justified.

The solution can be written in closed form. Put y = ln(f/f₀), so that y e^y = D/(3f₀). The Lambert function Λ is defined by Λ(x)e^Λ(x) = x, hence y = Λ(D/(3f₀)). Since 3fy = D,

f = D / [3Λ(D/(3f₀))].

**Solving it self-consistently**

The simplest scheme guesses f, evaluates the slowly varying logarithm, and solves for a new f:

f_new = D / [3 ln(f/f_c) − a].

In the example D = 0.1523 × 0.4/0.0900 = 0.677. Starting from f = 0.1,

f_new = 0.677/(3 × 2.837 − 0.232) = 0.677/8.280 = 0.0818.

The next values are 0.0882, 0.0857, 0.0866 and 0.0863, alternating about the solution 0.08635. To find the convergence rate, call the bracket B and differentiate D/B. This gives −(D/B²)(3/f), and at the solution D = fB, so

error ratio = −3/B.

Here B = 0.677/0.08635 = 7.84 and the ratio is −0.383, in agreement with the ratio of successive errors in the iteration. If B < 3, as can happen for a weakly charged line, the iteration moves away from the solution.

Newton's method avoids that limit:

f_new = f − [h(f) − D] / [3 ln(f/f_c) + 3 − a].

Because h″ = 3/f is positive, each tangent lies below the curve. Started above the solution, the method cannot step past it and descends steadily. From f = 1 it gives 0.2022, 0.0958, 0.0865 and 0.0864.

An independent calculation summed the repulsion of 20,000 neighbours on each side, integrated the donor terms numerically, and minimized the total energy directly. It also gave f = 0.08635. This tests the algebra, but not the assumptions of even spacing and a sharp edge.

**What the solution says**

The electrons are s = 0.4/0.08635 = 4.63 nm apart, or 2.16 × 10⁶ per cm of line. The depleted radius is 262 nm, so R/s = 57 and the cylinder picture is consistent. The mean Coulomb energy is 0.062 eV per electron, while the marginal energy equals the full 0.152 eV.

The site spacing is less important than it looks. With line density n = f/c, the condition becomes

Δ = Kn[3 ln(n/(πN)^(1/3)) − a],

which does not contain c. In this minimum-energy description, doubling c doubles f and leaves the charge per length unchanged, as long as f remains small. At 77 K, positional entropy changes this by only about 2%.

The depth of the level matters more. At fixed temperature and doping, depths of 0.15, 0.25 and 0.40 eV give f = 0.065, 0.106 and 0.161. Between the first and last, Δ grows 3.4 times but f only 2.5 times, because the logarithm also grows.

At fixed depth and temperature, and with all donors taken as ionized, 10¹⁴ and 10¹⁶ donors per cm³ give f = 0.065 and 0.116. At the higher doping roughly a fifth of the common donors in germanium are neutral at 77 K, which lowers f by about 0.0007. More donors raise the Fermi level and also shrink the cylinder. To compare these effects, use the stiffness of the line,

dμ/df = (K/c)(B + 3) = 2.44 eV,

where μ is the marginal energy. A tenfold increase in N raises E_F by kT ln 10 = 0.0153 eV, which adds about 0.006 to f. At fixed Δ, the change in f_c adds about f ln 10/(B + 3) = 0.018. Tighter screening is therefore the larger effect in this linear estimate.

**Does temperature destroy the even spacing?**

Neighbouring electrons repel with K/s = 2.9 kT. This is neither very large nor small, so order must be tested. Three thermal effects enter.

One is the removal of conduction electrons from the cylinder. Each line electron requires a depleted volume 1/N. Emptying it against the electron-gas pressure NkT costs kT if the edge is sharp. The real edge is blurred over the Debye length [kT/(4πKN)]^(1/2) = 77 nm. At a flat edge this blurring would leave the cost at kT; at the curved edge of a cylinder it lowers the cost. Solving the nonlinear Poisson–Boltzmann equation around a continuous line charge gives 0.774 kT. At one sixteenth of the temperature, with line charge and ionized donor density held fixed, it gives 0.943 kT. The shortfalls from kT are 0.226 and 0.057, a ratio of four, as expected if they scale with the Debye length.

The second effect is spin. A neutral site is taken to have one unpaired electron with two spin states; the charged site has a pair and one state. Charging loses entropy k ln 2. Together the two costs leave

μ = 0.1523 − 0.006635(0.774 + 0.693) = 0.1426 eV.

The third effect is positional entropy, which favours charging when f is small. If the sites were filled at random, each pair of sites would be occupied with probability f². The neighbour sum then runs over sites at spacing c, and the energy per site is (K/c)f²[ln(R/c) + κ]. Since R²/c² = f/f_c³, differentiation and the mixing entropy give

μ = (K/c) f [ln(f/f_c³) + 2κ + 1/2] + kT ln[f/(1 − f)].

Its solution is f = 0.0625. Random filling allows electrons to sit side by side, which the real repulsion suppresses.

A Monte Carlo calculation settles which picture is closer. Classical electrons hopped between the sites of a ring and exchanged with a reservoir at μ = 0.1426 eV, within the same uniform donor background. Rings of 300 and 600 sites both gave f = 0.0845, with a statistical error of 0.00004. The random formula is 26% below this value; the minimum-energy formula is 2% above it.

Part of that good agreement is cancellation. The expulsion and spin costs alone would lower f by about 0.0097/2.44 = 0.004, to 0.082. Thermal motion of the electrons recovers about half of the reduction.

**Quantum motion and the real crystal**

The calculation so far treats each electron as localized on a site. Suppose instead that it could move along the line with the free-electron mass m_e. For a displacement x, the neighbours at ±ns contribute

K/(ns − x) + K/(ns + x) ≈ 2K/(ns) + 2Kx²/(ns)³.

Summing over n and comparing with qx²/2 gives the spring constant q = 4K Σ1/(ns)³ = 0.00435 eV/nm². The zero-point energy is (ħ/2)(q/m_e)^(1/2) = 9.1 meV per electron. It varies as s^(−3/2), hence as f^(3/2), so the energy per site varies as f^(5/2). The marginal cost is 5/2 times 9.1 meV, or 23 meV. In a linear estimate, this would lower the minimum-energy f by about 0.009, or 11% of its value. The reduction cannot simply be subtracted from the Monte Carlo result, whose positional entropy belongs to electrons localized on sites. Keeping the full potential of the neighbours instead of its quadratic part raises the zero-point energy to 10.5 meV, the marginal cost to 27 meV and the reduction in f to 0.011. Both estimates hold the neighbours still and assume a mass that the real dislocation band need not have; a narrower band would give a smaller effect and a wider band a larger one.

The other effects considered here either change f less or do not occur:

- If each donor has a single spin-degenerate level bound by 12 meV, 0.9% of the bulk donors are neutral and the Fermi level shifts by −0.06 meV. Real germanium donors have further valley states close to the ground state, which raise these figures to about 3% and −0.2 meV. Degeneracy of the electron gas shifts the Fermi level by 0.002 meV.
- Randomly placed donors produce rms potential fluctuations along the line of about 6 meV if unscreened and 3 to 4 meV once the mobile electrons at the cylinder's edge screen them; the screened value corresponds to local fluctuations of about 0.002 in f.
- The mean band bending at r = c is 0.23 eV. For a gap of 0.73 eV, the bulk Fermi level is 0.68 eV above the valence band, so no hole layer forms.
- The mean radial field at r = s is 0.08 MV/cm. It is high only near the line, and an electron crossing the whole region from r = c gains less than the gap, too little to create an electron–hole pair.

The doping and temperature describe lightly doped germanium cooled by liquid nitrogen, and the dielectric constant, masses, gap and site spacing are rough values for that material. The level depth is the weakest input. It depends on the type of dislocation and the bonding in its core, and changing it from 0.20 to 0.40 eV raises f by 87%. Real cores may also rebond, form bands, or contain kinks and jogs. Removing some sites by rebonding would leave the charge per length nearly unchanged if the remaining sites had the same energy and still greatly outnumbered the electrons.

In a device calculation, the result applies to lines in neutral n-type regions at equilibrium, not inside a junction's depletion layer or under carrier injection. Equilibrium can also be slow to reach at 77 K, because an electron joining the line must climb over or tunnel through the repulsion of those already there. Near the final filling the climb is about Δ, or 23 kT here and 53 kT for a level 0.40 eV deep. With an assumed capture cross-section of 10⁻¹⁵ cm², a rough estimate without tunnelling brings the first line within 1% of its final filling in seconds to minutes, while the second would need centuries or more. A line with such a deep level would keep a filling set at a higher temperature during cooling. Two further conditions limit its use. First, the depleted cylinders must not overlap. Each has a cross-section πR² = 2.2 × 10⁻⁹ cm², so 10⁷ parallel dislocations per cm² would deplete about 2% of the volume. At a density ρ of randomly placed lines, a fraction 1 − exp(−4πR²ρ) have a neighbour closer than 2R. This is 8% at 10⁷ per cm² and 58% at 10⁸ per cm², so the isolated-line model needs densities well below 10⁸ per cm². Second, the crystal must be cold enough. At this doping and level depth, E_F falls to E_d at 258 K. As that temperature is approached Δ vanishes, and the occupancy must come from a thermal calculation instead of the minimum-energy formula.

Numbers as computed

```
Temperature: 77 K; kT: 0.006635 eV
Donor density: 1.00e+15 cm^-3
Dielectric constant: 16.0; site spacing: 0.40 nm
Masses (free mass): 1.60, 0.08; valleys: 4
Band density of states: 1.3208e+18 cm^-3
Acceptor depth E_c-E_d: 0.200 eV
Bulk E_c-E_F: 0.04768 eV
Energy drop E_F-E_d: 0.15232 eV
Coulomb constant K: 0.09000 eV nm; K/c: 0.22499 eV
Constant a: 0.23186; reduced drop D: 0.67699
Critical fraction f_c: 0.005858
Minimum-energy occupancy f: 0.086352
Occupancy by direct energy minimization: 0.086352
Electron spacing s: 4.6322 nm
Line density: 2.1588e+06 electrons/cm
Depleted radius R: 262.14 nm; R/s: 56.59
Coulomb energy per electron: 0.06159 eV
Fixed-point f: 0.100000 0.081761 0.088196 0.085660 0.086619 0.086250 0.086391
Newton f: 1.000000 0.202168 0.095841 0.086483 0.086352 0.086352 0.086352
Fixed-point error ratio: seen -0.38272, theory -0.38266
Stiffness d(mu)/df: 2.4389 eV
Expulsion cost at 77 K: 0.7738 kT; at T/16: 0.9433 kT
Line chemical potential after thermal costs: 0.14258 eV
Small-ring f: enumeration 0.13421, sampling 0.13442
Monte Carlo f, 300 sites: 0.08454 +/- 0.00004
Monte Carlo f, 600 sites: 0.08454 +/- 0.00004
Ring-size shift: 0.00 percent
Minimum-energy f relative to MC: 2.15 percent
Random-occupancy f: 0.06251
Random f relative to MC: -26.06 percent
Neighbour repulsion/kT: 2.928
Depth 0.15 eV: minimum-energy f = 0.06506
Depth 0.25 eV: minimum-energy f = 0.10626
Depth 0.40 eV: minimum-energy f = 0.16122
Donors 1e+14 cm^-3: minimum-energy f = 0.06542
Donors 1e+16 cm^-3: minimum-energy f = 0.11599
Temperature where E_F=E_d: 257.9 K
Donor binding used: 0.012 eV
Neutral donors in bulk: 0.907 percent
Freeze-out Fermi shift: -0.0605 meV
Degeneracy Fermi shift: 0.00178 meV
Random-donor potential rms estimate: 5.165 meV
Corresponding f scale: 0.00212
Gap used: 0.73 eV; bulk E_F-E_v: 0.6823 eV
Mean band bending at r=c: 0.2326 eV
Mean radial field at r=s: 0.0839 MV/cm
Free-mass zero-point estimate: 9.107 meV
Its chemical-potential shift: 22.769 meV
Its linear estimate of f reduction: 0.00934
```
